# Stationary roughness spectrum of a linearly smoothed edge and its length dependence

## First derivation: following each mode in time

A single rms number quoted for the roughness of an edge says little unless the length over which it was taken is also given. In the example below, an edge in which smoothing balances random removal has an rms roughness of 0.22 nm on segments 50 nm long and 0.50 nm on segments 200 nm long. Nothing about the edge differs between the two. Using the second number for a transistor gate whose edge is only 50 nm long would overstate its roughness more than twofold. A second error comes from treating every part of a measured spectrum as the balance between noise and smoothing. After one minute of plasma in the same example, the spectrum at a wavelength of 200 nm is about seven times its stationary value, because the original roughness is still there. Both errors are avoided once the spectrum is known as a function of wavelength and time.

**The model.** Let $h(x,t)$ be the displacement of an edge at position $x$ along a line, averaged over the height of the sidewall and measured from the steadily receding mean edge. It is positive where material protrudes. For small slopes take

$$\frac{\partial h}{\partial t}=\nu\frac{\partial^2h}{\partial x^2}-\kappa\frac{\partial^4h}{\partial x^4}+\eta(x,t),\qquad \nu>0,\ \kappa>0. \tag{1}$$

At a crest $h''<0$, so the first term lowers the crest. It represents removal that is faster where the edge bulges outward. This reading requires $\nu h''<v$, where $v$ is the mean recession speed, since removal alone cannot make the bottom of a notch grow outward. The second term has the form produced by surface diffusion: material flows along the edge in proportion to the gradient of curvature, and the divergence of that flow gives a fourth derivative. Its minus sign also makes ripples decay, since four derivatives of $\cos qx$ give $+q^4\cos qx$.

The noise $\eta$ has zero mean and no memory in space or time:

$$\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t'). \tag{2}$$

The factor 2 is a convention, and it fixes the meaning of $D$.

**The size of the noise.** Suppose that a sidewall of height $H$ recedes at mean speed $v$ by the independent loss of units of volume $\Omega$. From a length $\ell$ in a time $\tau$, the mean number lost is the removed volume divided by the unit volume, $vH\ell\tau/\Omega$. For independent events the variance of the number equals its mean. Each event shifts the average position of this piece by $\Omega/(H\ell)$, so the variance of the shift is

$$\left(\frac{\Omega}{H\ell}\right)^2\frac{vH\ell\tau}{\Omega}=\frac{\Omega v\tau}{H\ell}.$$

Equation (2) must give the same variance. Averaging $\eta$ over $\ell$ and integrating over $\tau$ gives $(1/\ell^2)(2D)(\ell\tau)=2D\tau/\ell$. Hence

$$D=\frac{\Omega v}{2H}. \tag{3}$$

Larger removed units make more noise at the same speed, and a taller sidewall averages over more events. White noise requires the unit to be small compared with the wavelengths of interest, and successive removals to be independent.

**From the edge to its modes.** Place the edge on a ring of circumference $R$, which will later be made long. With $q=2\pi n/R$ and $n$ an integer, define

$$h_q(t)=\int_0^R h(x,t)e^{-iqx}dx,\qquad h(x,t)=\frac1R\sum_q h_q(t)e^{iqx}.$$

The power spectrum is

$$S(q,t)=\frac{\langle|h_q(t)|^2\rangle}{R}.$$

The spatial average of $h^2$ is $R^{-2}\sum_q|h_q|^2$, so its expectation is $R^{-1}\sum_q S$. Neighbouring values of $q$ differ by $2\pi/R$, and for a long ring the sum becomes $\int_{-\infty}^{\infty}S\,dq/2\pi$. The spectrum is therefore two-sided: positive and negative $q$ both count. Since $h^2$ is an area and $dq$ an inverse length, $S$ has the unit nm³.

Multiply (1) by $e^{-iqx}$ and integrate over the ring. Each integration by parts moves one derivative onto the exponential, and periodicity removes the boundary terms. Two derivatives become $-q^2$ and four become $+q^4$, so

$$\frac{dh_q}{dt}=-\omega(q)h_q+\eta_q,\qquad \omega(q)=\nu q^2+\kappa q^4. \tag{4}$$

From (2), the noise in one mode obeys

$$\langle\eta_q(t)\eta_q^*(t')\rangle=2D\,\delta(t-t')\int_0^R dx=2DR\,\delta(t-t').$$

**Solution.** Multiplying (4) by $e^{\omega t}$ turns its left side and the decay term into the derivative of $e^{\omega t}h_q$. Integration from 0 to $t$ gives

$$h_q(t)=h_q(0)e^{-\omega t}+\int_0^t e^{-\omega(t-s)}\eta_q(s)\,ds.$$

Take the squared modulus and average. The cross terms vanish if the initial edge is independent of the later noise, whose mean is zero. In the squared noise integral the delta function sets the two times equal:

$$2DR\int_0^te^{-2\omega(t-s)}ds=\frac{DR}{\omega}\left(1-e^{-2\omega t}\right).$$

Dividing by $R$, and writing $S_0(q)$ for the initial spectrum,

$$S(q,t)=S_0(q)e^{-2\omega t}+\frac{D}{\omega(q)}\left(1-e^{-2\omega t}\right). \tag{5}$$

For fixed $q\ne0$ and $t\to\infty$, the initial roughness is forgotten and

$$\boxed{S(q)=\frac{D}{\nu q^2+\kappa q^4}}. \tag{6}$$

The mode $q=0$ has $\omega=0$ and never settles. Its noise integral is $2DRt$, so the mean position $h_0/R$ acquires the variance $2Dt/R$. It wanders because neither smoothing term resists a uniform shift. Moreover, (6) grows as $1/q^2$ at small $q$, so the variance of an infinitely long stationary edge diverges. A stationary spectrum thus exists mode by mode, without a finite total roughness. If $\nu$ were negative, modes with $q^2<|\nu|/\kappa$ would grow, and the linear model would have no stationary spectrum for them.

**Dependence on wavelength.** Define $\xi=\sqrt{\kappa/\nu}$ and $\lambda_c=2\pi\xi$. Substituting $q=2\pi/\lambda$ in (6) gives

$$S=\frac{D}{4\pi^2\nu}\,\frac{\lambda^4}{\lambda^2+\lambda_c^2},\qquad
\frac{d\ln S}{d\ln\lambda}=4-\frac{2\lambda^2}{\lambda^2+\lambda_c^2}. \tag{7}$$

The spectrum rises as $\lambda^4$ for $\lambda\ll\lambda_c$, where surface diffusion does the smoothing, and as $\lambda^2$ for $\lambda\gg\lambda_c$, where the curvature-dependent removal does. At $\lambda_c$ the two rates are equal and the exponent is 3. These exponents belong to a density per unit $q$. Since $|dq|=2\pi\,d\lambda/\lambda^2$ and both signs of $q$ contribute, the variance per unit wavelength is $2S/\lambda^2$, whose exponents are lower by 2.

**Dependence on segment length.** A feature of length $L$ is a piece cut from a long edge. Its roughness is measured from its own mean, so its variance can be written through pairs of points:

$$w^2(L)=\frac{1}{2L^2}\int_0^L\!\!\int_0^L\langle[h(x)-h(y)]^2\rangle\,dx\,dy. \tag{8}$$

Expanding the square confirms this: the squared terms give the segment average of $h^2$, and the cross term subtracts the square of the segment mean. Let $G(s)=\langle[h(x+s)-h(x)]^2\rangle$. Pairs with separation near $s>0$ fill a measure $2(L-s)\,ds$, counting both orders, so

$$w^2(L)=\frac1{L^2}\int_0^L(L-s)G(s)\,ds. \tag{9}$$

The spectrum gives $G$, because a mode contributes $|e^{iqs}-1|^2=2(1-\cos qs)$:

$$G(s)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,2(1-\cos qs)S(q).$$

Partial fractions turn (6) into

$$S(q)=\frac D\nu\left[\frac1{q^2}-\frac{\xi^2}{1+\xi^2q^2}\right].$$

For the first part, $\int(1-\cos qs)q^{-2}dq$ vanishes at $s=0$ and has the derivative $\int q^{-1}\sin qs\,dq=\pi$ for $s>0$. It equals $\pi s$ and contributes $s$ to the bracket below. For the second, the transform of $e^{-|s|/\xi}$ is $2\xi/(1+\xi^2q^2)$, so the inverse transform of $\xi^2/(1+\xi^2q^2)$ is $(\xi/2)e^{-|s|/\xi}$. Therefore, for $s\ge0$,

$$G(s)=\frac D\nu\left[s-\xi\left(1-e^{-s/\xi}\right)\right]. \tag{10}$$

Three integrals are needed in (9). The first two are $\int_0^L(L-s)s\,ds=L^3/6$ and $\int_0^L(L-s)\,ds=L^2/2$. Integration by parts gives the third:

$$\int_0^L(L-s)e^{-s/\xi}ds=L\xi-\xi^2\left(1-e^{-L/\xi}\right).$$

Collecting them,

$$\boxed{w^2(L)=\frac D\nu\left[\frac L6-\frac\xi2+\frac{\xi^2}{L}-\frac{\xi^3}{L^2}\left(1-e^{-L/\xi}\right)\right]}. \tag{11}$$

For $L\gg\xi$ the first term dominates: $w^2\simeq DL/(6\nu)$ and $w\propto\sqrt L$. For $L\ll\xi$, expand the exponential to fourth order. The terms in $\xi^2/L$, $\xi$ and $L$ cancel, leaving

$$w^2\simeq\frac{DL^2}{24\nu\xi},\qquad w\propto L. \tag{12}$$

The same result follows from a straight, tilted segment. If its slope is $\theta$, its variance about its mean is $\theta^2L^2/12$. At small $s$, (10) gives $G\simeq Ds^2/(2\nu\xi)$, so $\langle\theta^2\rangle=D/(2\nu\xi)$, and the product is (12). A short segment therefore looks rough mainly because it is tilted. If a measurement subtracts a fitted straight line instead of the mean, (11) does not apply.

## Second derivation, comparison and a plasma example

The edge displacement $h$ obeys equation (1), with smoothing coefficients $\nu$ and $\kappa$ and white noise of strength $D=\Omega v/(2H)$. Here $\Omega$ is the removed unit volume, $v$ the recession speed and $H$ the sidewall height. A mode of wavenumber $q=2\pi/\lambda$ decays at the rate $\omega=\nu q^2+\kappa q^4$. The first derivation gave the stationary spectrum $S=D/\omega$, the crossover length $\xi=\sqrt{\kappa/\nu}$, the height-difference function $G$ in (10) and the segment variance $w^2(L)$ in (11). The second derivation asks how probable each edge shape is and does not solve for its motion.

**A potential for the smoothing.** Divide the ring into $N$ cells of width $b$, with heights $h_i$ and $Nb=R$. Let $c_i=(h_{i+1}-2h_i+h_{i-1})/b^2$ be the discrete curvature, and define

$$F=\frac b2\sum_i\left[\nu\left(\frac{h_{i+1}-h_i}{b}\right)^2+\kappa c_i^2\right]. \tag{13}$$

The height $h_i$ occurs in two slopes and three curvatures. Differentiation gives

$$-\frac1b\frac{\partial F}{\partial h_i}=\nu c_i-\kappa\frac{c_{i+1}-2c_i+c_{i-1}}{b^2},$$

which is the discrete form of $\nu h''-\kappa h''''$. Smoothing thus moves the edge down the slope of $F$. Averaging $\eta$ over a cell gives independent noises with $\langle\eta_i(t)\eta_i(t')\rangle=(2D/b)\,\delta(t-t')$.

**The equation for probability.** Now assume that the noise is Gaussian. In a short time $\Delta t$, the change of $h_i$ has the mean $-(1/b)(\partial F/\partial h_i)\Delta t$ and the variance $2D\Delta t/b$. Expand a smooth function $f(h_1,\dots,h_N)$ to second order in these changes. To first order in $\Delta t$,

$$\frac{d\langle f\rangle}{dt}=\left\langle\sum_i\left[-\frac1b\frac{\partial F}{\partial h_i}\frac{\partial f}{\partial h_i}+\frac Db\frac{\partial^2f}{\partial h_i^2}\right]\right\rangle.$$

Write the averages as integrals over the probability density $P$ and move the derivatives off $f$ by parts. Because $f$ is arbitrary,

$$\frac{\partial P}{\partial t}=\frac1b\sum_i\frac{\partial}{\partial h_i}\left[\frac{\partial F}{\partial h_i}P+D\frac{\partial P}{\partial h_i}\right]. \tag{14}$$

The bracket vanishes for every $i$ if

$$P_s\propto e^{-F/D}. \tag{15}$$

A uniform shift leaves $F$ unchanged, so (15) cannot be normalized over the mean position. The noise is equally strong in all orthogonal directions of the space of heights, so the mean separates from the remaining $N-1$ shape coordinates. It diffuses freely, and (15) is normalizable over the shapes.

No other stationary density of shapes exists in the class used here. Put $P=P_sg$, with $\int P_sg^2$ finite and no boundary terms. The bracket in (14) becomes $DP_s\,\partial g/\partial h_i$. Multiplying (14) by $2g$ and integrating by parts over the shapes gives

$$\frac{d}{dt}\int P_sg^2=-\frac{2D}{b}\sum_i\int P_s\left(\frac{\partial g}{\partial h_i}\right)^2,$$

where the derivatives act within the space of shapes. In a stationary state the left side is zero, so $g$ is constant.

**The spectrum again.** For wavelengths much longer than $b$, equation (13) becomes

$$F=\frac12\int_0^R(\nu h'^2+\kappa h''^2)\,dx=\frac1{2R}\sum_q\omega(q)|h_q|^2.$$

Because $h$ is real, the modes $q$ and $-q$ carry the same information. Write $h_q=\alpha+i\beta$ for $q>0$. The pair contributes $\omega(\alpha^2+\beta^2)/R$ to $F$, and its weight in (15) is $\exp[-\omega(\alpha^2+\beta^2)/(RD)]$. Each of $\alpha$ and $\beta$ is Gaussian with variance $RD/(2\omega)$. Their sum gives $\langle|h_q|^2\rangle=RD/\omega$, and division by $R$ returns $S=D/\omega$.

**The segment variance again.** The slope $u=h'$ gives a route that needs no Fourier integral. In terms of $u$, the weight is

$$\exp\left[-\frac1{2D}\int(\nu u^2+\kappa u'^2)\,dx\right].$$

For any Gaussian weight $\exp(-\frac12\sum_{ij} u_iM_{ij}u_j)$, the integral of $\partial(u_jP)/\partial u_i$ is zero. This says that $\langle u_j(Mu)_i\rangle=\delta_{ij}$, so the covariance is the inverse of $M$. Integrating $u'^2$ by parts identifies $M$ here as $(\nu-\kappa\,d^2/dx^2)/D$. On a long ring the slope covariance $K(x)=\langle u(x)u(0)\rangle$ therefore satisfies

$$\nu K-\kappa K''=D\,\delta(x). \tag{16}$$

The ring also requires $\int u\,dx=0$. This removes the $q=0$ term $D/(\nu R)$ from $K$, which vanishes as $R\to\infty$.

Away from $x=0$ the decaying solution is $K=Ae^{-|x|/\xi}$. Integrating (16) across the origin gives $-\kappa[K'(0^+)-K'(0^-)]=2\kappa A/\xi=D$. Since $\kappa=\nu\xi^2$,

$$K(x)=\frac{D}{2\nu\xi}e^{-|x|/\xi}. \tag{17}$$

A height difference is the integral of the slope. Hence, for $s\ge0$,

$$G(s)=2\int_0^s(s-x)K(x)\,dx=\frac{D}{\nu\xi}\left[s\xi-\xi^2\left(1-e^{-s/\xi}\right)\right].$$

This is (10), and (9) then leads to (11). Equation (17) shows what $\xi$ means: it is the distance over which the edge keeps its direction. Over longer distances the slope changes many times, and the height differences grow like those of a random walk.

**What each derivation assumes.** Both use small slopes, constant coefficients, noise independent of the edge shape and a positive decay rate for every mode considered. They differ in the following respects.

- The mode solution uses only the mean and covariance of the noise. The removal events may follow Poisson statistics, and (6) still holds. The second derivation needs Gaussian noise, hence many small events. In the example below, a piece of length $\xi=5$ nm loses $vH\xi/\Omega=3.1$ units per second. A mode with $q=1/\xi$ has $1/\omega=12.5$ s, in which about 39 units are lost. A Gaussian description is reasonable there and becomes worse at shorter wavelengths.
- The mode solution accepts any linear smoothing law that is the same everywhere along the edge, including a nonlocal one, once its $\omega(q)$ is known. If the law distinguishes left from right, $\omega$ is complex, and its real part takes the place of $\omega$ in (5) and (6). The zero-current argument needs smoothing that descends a potential, with the same factor $1/b$ in the drift and in the noise.
- The mode solution gives the approach to the stationary state, equation (5). Equation (15) contains no time, but gives the probability of whole shapes. It also survives when $F$ is not quadratic, provided that the weight can be normalized over shapes; the modes then no longer separate.

The form of (15) resembles thermal equilibrium, but $D$ here comes from the removal of material and is not a temperature.

**Plasma trimming of a resist line.** Take round model parameters: $H=50$ nm, $v=0.10$ nm/s, $\Omega=8$ nm³, $\nu=1$ nm²/s and $\kappa=25$ nm⁴/s. Then $D=8(0.10)/100=0.008$ nm³/s, $D/\nu=0.008$ nm, $\xi=5$ nm and $\lambda_c=31.4$ nm. The initial edge has an rms roughness of $\sigma_0=1.5$ nm and the covariance $\sigma_0^2e^{-|x|/\ell_0}$ with $\ell_0=20$ nm. Its spectrum is $S_0=2\sigma_0^2\ell_0/(1+q^2\ell_0^2)$. The plasma acts for 60 s and removes 6 nm from the edge.

At $\lambda=50$ nm, $q=0.1257$ nm⁻¹ and $\omega=0.0158+0.0062=0.0220$ s⁻¹. The stationary spectrum is $0.008/0.0220=0.36$ nm³. The two parts of (5) at 60 s, in nm³, are:

| $\lambda$ (nm) | stationary | noise part | leftover |
|---:|---:|---:|---:|
| 20 | 0.023 | 0.023 | $<10^{-17}$ |
| 50 | 0.36 | 0.34 | 0.88 |
| 100 | 1.84 | 0.75 | 20.7 |
| 200 | 7.91 | 0.90 | 57.2 |

The noise part has reached 95% of its stationary value for wavelengths up to 48 nm. At long wavelengths it flattens towards $2Dt=0.96$ nm³, the limit of (5) for $2\omega t\ll1$. The noise part is flat there because the time is too short for smoothing to act. A measured spectrum would not show this directly, since the leftover is far larger at these wavelengths.

For a stationary segment of 50 nm, the bracket in (11) is $8.33-2.50+0.50-0.05=6.28$ nm, so $w^2=0.050$ nm² and $w=0.22$ nm. For $L=10$, 50 and 200 nm, $w$ is 0.07, 0.22 and 0.50 nm. The local exponent $d\ln w/d\ln L$ falls from 0.84 to 0.63 and 0.54, between the limits 1 and 1/2.

To treat the segment at 60 s, insert the spectral form of $G$ in (9). This gives

$$w^2(L,t)=\int\frac{dq}{2\pi}S(q,t)\left[1-\left(\frac{\sin(qL/2)}{qL/2}\right)^2\right]. \tag{18}$$

Numerical integration for $L=50$ nm gives an initial variance of 1.11 nm². After 60 s, 0.29 nm² of this is left and the noise has added 0.02 nm². The rms roughness has fallen from 1.05 to 0.56 nm, which is 2.5 times the stationary value. Long waves survive and still tilt the segment: at $\lambda=100$ nm, the bracket in (18) is $1-(2/\pi)^2=0.59$. The leftover and noise parts become equal after about 630 s, when 63 nm would have been removed from the edge.

**Effects left out.** The following sizes are for the 50 nm segment unless another length is given.

- An image of the edge at one height does not average over depth. With no flux through the top and bottom of the sidewall, and the same $\nu$ and $\kappa$ acting along the depth $z$, the amplitudes of the depth modes $\sqrt2\cos(n\pi z/H)$, $n\ge1$, have the spectrum (6) with $q^2$ replaced by $q^2+(n\pi/H)^2$. Summing the first 300 and averaging over height adds 0.042 nm² to the stationary variance. The rms value rises from 0.22 to 0.30 nm. The addition depends on the height: it is 0.083 nm² at the top and bottom, where every cosine has an extremum, and 0.028 nm² at mid-height, giving rms values of 0.365 and 0.28 nm.
- Surface diffusion brings thermal noise. The edge energy $\frac12\gamma H\int h'^2dx$, with surface energy $\gamma$, gives the equilibrium spectrum $k_BT/(\gamma Hq^2)$ when diffusion acts alone at the rate $\kappa q^4$. The required noise, divided by the full rate $\omega$, adds $\kappa k_BT/[\gamma H(\nu+\kappa q^2)]$ to $S$. At $T=330$ K and $\gamma=0.04$ J/m² this adds 0.005 nm², or 9% of the stationary variance, if $\kappa$ is entirely thermal.
- Spreading each removal over 2 nm along the edge multiplies the spectrum by $[\sin(qd/2)/(qd/2)]^2$, with $d=2$ nm. The stationary variance falls by 0.4%.
- Recession along the local normal adds a term of size $(v/2)h'^2$. Time stepping of 64 random initial edges, each on a 400 nm ring of 256 points and without noise, gives a difference at 60 s whose rms is about 1% of that of the linearly smoothed edge (0.9 to 1.1%, depending on the sample of edges). This figure does not include slope corrections to the two smoothing terms. At the start the edge has steep slopes and sharp notches, for which (1) is not accurate. They are smoothed quickly: after 1 s the linear model gives an rms slope of 0.13. For Gaussian statistics, $\nu h''$ then exceeds $v$ on 0.05% of the edge without noise and on 0.09% with removals spread over 2 nm. With strictly white noise the curvature has no finite variance, so this fraction depends on the size of the removed unit.

**The real process.** Resist films some tens of nanometres thick and edge roughness of one to a few nanometres are roughly typical of fine lithography. The smoothing coefficients are not measured properties of a resist; they were chosen so that one minute acts on wavelengths of tens of nanometres. The 2 nm removed unit is also a model choice, with the size of a small polymer aggregate. A plasma removes resist mainly as much smaller volatile molecules, so the removal noise may be far weaker than in this example. Since the removal-noise part of $w^2$ is proportional to $\Omega$ at fixed $v$, $H$, $\nu$ and $\kappa$, a unit of 0.1 nm³ would lower that part of the stationary variance by a factor of 80. The assumption of a stationary state fails clearly in the example: at 60 s it would predict 0.22 nm where the model itself gives 0.56 nm. Real plasmas can also change the resist during exposure, so that $\nu$ and $\kappa$ drift, and shadowing, nonlocal redeposition and viscous flow of the film are absent from (1). Their effect is not estimated here.

Slower removal lowers the removal-noise part of the stationary rms roughness in proportion to $\sqrt v$ if $\nu$, $\kappa$, $\Omega$ and $H$ stay fixed. In a plasma the same ions and radicals may drive both removal and smoothing, so that condition has to be established before the rule is used. The rule does not cover thermal noise, which would exceed the removal noise in this example if the unit were 0.1 nm³ and $\kappa$ entirely thermal. Nor does it describe an edge that still carries its initial roughness: halving $v$ in the example lowers the rms value at 60 s by less than 2%.

All numerical values are calculated from the stated model.
